# Intrinsic carriers in hafnia: fewer than one per cubic kilometre

Suppose the leakage current of a hafnia memory capacitor is blamed on electrons lifted by heat from the valence band to the conduction band. The conclusion would be that even a perfect film must leak, that cleaner growth cannot help below some floor, and that the activation energy of the current is about half the band gap. To judge this we need the number of such electrons. In thermal equilibrium at room temperature it is so small that a cubic kilometre of perfect crystal would hold far less than one, and the current must be sought elsewhere.

## On the back of an envelope

Take a gap \(E_g=5.8\) eV, a temperature of 300 K, and electrons and holes that both move with the free-electron mass \(m\). Two facts suffice.

First, a band offers a thermal particle about two states (one per spin) in each cube whose edge is the thermal wavelength \(\lambda\), where \(\lambda^2=4\pi(\hbar^2/2m)/kT\). With \(\hbar^2/2m\approx0.038\) eV nm² and \(kT\approx1/40\) eV, this gives \(\lambda^2\approx19\) nm² and \(\lambda\approx4.4\) nm. The density of available states is then \(2/\lambda^3\approx2.4\times10^{19}\) cm⁻³.

Second, one excitation costs \(E_g\) but makes two carriers, an electron and a hole. The product of their densities carries the factor \(e^{-E_g/kT}\), so each density carries its square root, \(e^{-E_g/2kT}\). The exponent is \(5.8\times40/2=116\), and dividing by \(\ln10\approx2.30\) turns the factor into about \(10^{-50.4}\), or \(4\times10^{-51}\).

The product is \(10^{-31}\) cm⁻³. A cubic kilometre is \((10^5\ \text{cm})^3=10^{15}\) cm³, so it holds about \(10^{-16}\) electrons. The claim is safe by many powers of ten. The derivation must now justify the two facts and show how far the number can be trusted.

## The controlled derivation

**The model.** The crystal is pure, undoped, large and in thermal equilibrium. Each band has one parabolic edge with two spin states. Energies are measured from the top of the valence band, so the conduction band starts at \(E_g\), which is the gap at the temperature considered. The Fermi level is \(\mu\). The masses \(m_e\) and \(m_h\) are kept separate until numbers are inserted.

**Counting states.** In a periodic box of edge \(L\), the allowed wavevectors form a cubic lattice of spacing \(2\pi/L\). The number of states with wavevector shorter than \(k\), for a large box and two spins, is

\[
2\,\frac{4\pi k^3/3}{(2\pi/L)^3}=\frac{L^3k^3}{3\pi^2}.
\]

With kinetic energy \(\varepsilon=\hbar^2k^2/2m_e\) we have \(k^3=(2m_e\varepsilon/\hbar^2)^{3/2}\). Dividing by \(L^3\) and differentiating with respect to \(\varepsilon\) gives the density of states

\[
g(\varepsilon)=\frac{1}{2\pi^2}\left(\frac{2m_e}{\hbar^2}\right)^{3/2}\sqrt{\varepsilon}.
\]

**Filling them.** The electron density is

\[
n=\int_0^\infty \frac{g(\varepsilon)\,d\varepsilon}{e^{(E_g+\varepsilon-\mu)/kT}+1}.
\]

If the Fermi level lies many \(kT\) below the band, the 1 in the denominator can be dropped. The relative error is less than \(e^{-(E_g-\mu)/kT}\). The remaining integral follows from \(\varepsilon=kT\,u^2\), \(d\varepsilon=2kT\,u\,du\):

\[
\int_0^\infty\!\sqrt{\varepsilon}\,e^{-\varepsilon/kT}d\varepsilon
=(kT)^{3/2}\int_0^\infty\! 2u^2e^{-u^2}du
=(kT)^{3/2}\,\frac{\sqrt\pi}{2}.
\]

The last step is an integration by parts, which turns \(\int 2u^2e^{-u^2}du\) into \(\int e^{-u^2}du=\sqrt\pi/2\). Therefore

\[
n=N_c\,e^{-(E_g-\mu)/kT},\qquad
N_c=\frac{1}{4\pi^{3/2}}\left(\frac{2m_ekT}{\hbar^2}\right)^{3/2}.
\]

Writing \(2m_ekT/\hbar^2=4\pi\,(m_ekT/2\pi\hbar^2)\) and using \((4\pi)^{3/2}=8\pi^{3/2}\) gives the compact form

\[
N_c=2\left(\frac{m_ekT}{2\pi\hbar^2}\right)^{3/2}=\frac{2}{\lambda^3},
\qquad \lambda=\sqrt{\frac{2\pi\hbar^2}{m_ekT}}.
\]

This is the first fact of the envelope estimate.

**Holes.** A valence state at energy \(-\varepsilon\) is empty with probability

\[
1-\frac{1}{e^{(-\varepsilon-\mu)/kT}+1}=\frac{1}{e^{(\varepsilon+\mu)/kT}+1}.
\]

This is the electron expression with \(E_g-\mu\) replaced by \(\mu\). The same integral gives \(p=N_v\,e^{-\mu/kT}\), where \(N_v\) contains \(m_h\).

**Removing the Fermi level.** In the product, \(\mu\) cancels:

\[
np=N_cN_v\,e^{-E_g/kT}\equiv n_i^2 .
\]

A pure crystal is neutral, so \(n=p\), and each equals

\[
n_i=\sqrt{N_cN_v}\;e^{-E_g/2kT}.
\]

Setting the two densities equal also fixes the Fermi level. From \(N_ce^{-(E_g-\mu)/kT}=N_ve^{-\mu/kT}\) follows \(e^{(2\mu-E_g)/kT}=N_v/N_c=(m_h/m_e)^{3/2}\), hence

\[
\mu=\frac{E_g}{2}+\frac34\,kT\ln\frac{m_h}{m_e}.
\]

For equal masses it lies at midgap, 2.9 eV from either band.

**Numbers.** At 300 K, \(kT=0.025852\) eV, and

\[
\frac{E_g}{2kT}=\frac{5.8}{2\times0.025852}=112.18,\qquad
e^{-112.18}\approx10^{-48.72}\approx1.9\times10^{-49}.
\]

With the free-electron mass in both bands, \(N_c=N_v=N=2.509\times10^{19}\) cm⁻³. Thus

\[
n_i\approx2.509\times10^{19}\times1.9\times10^{-49}\ \text{cm}^{-3}
\approx4.8\times10^{-30}\ \text{cm}^{-3}.
\]

This is \(4.8\times10^{-15}\) per cubic kilometre. One electron corresponds to \(2.1\times10^{14}\) km³, a cube about 59,000 km on an edge.

## Comparing the two estimates

The envelope gave \(10^{-16}\) per km³, about fifty times too low. Nearly all of this comes from rounding \(kT\) to 1/40 eV. That value is low by about 3 per cent, which moved the exponent from 112.2 to 116, and \(e^{3.8}\approx45\). When an exponent exceeds a hundred, small relative errors in it become large factors.

The Boltzmann approximation, by contrast, costs nothing visible. If the full Fermi function is integrated numerically and \(\mu\) is found by solving \(n=p\) with a root finder, the density is again \(4.805\times10^{-30}\) cm⁻³. The neglected relative correction is below \(e^{-112}\).

The gap matters most. Lowering it by 0.3 eV multiplies \(n_i\) by \(e^{0.15/0.025852}\approx330\), so an uncertainty of that size leaves \(n_i\) open by two and a half powers of ten either way. It is therefore better to ask how wrong the gap would have to be. For \(V=1\) km³, the condition \(n_iV=1\) reads \(NV=e^{E_g/2kT}\), which gives the threshold

\[
E^*=2kT\ln(NV)=2\times0.025852\ \text{eV}\times\ln(2.509\times10^{34})\approx4.1\ \text{eV}.
\]

The assumed gap exceeds this by 1.7 eV.

The masses enter through a power, not an exponential. If a band edge is anisotropic, rescaling each wavevector component by the square root of its mass makes the energy spherical. The state count then contains \((m_xm_ym_z)^{1/3}\) in place of \(m\), and equivalent valleys multiply it by their number. As a deliberately excessive case, give both bands a mass of \(10\,m\) and ten valleys. Then \(n_i\) grows by \(10^{3/2}\times10\approx316\), to \(1.5\times10^{-12}\) per km³, and the threshold gap rises only to 4.4 eV.

Temperature acts through the exponential again. With the gap held at 5.8 eV and free-electron masses, the density reaches one per km³ at about 422 K. At 398 K, a hot condition for electronics, it is \(7\times10^{-3}\) per km³. If the gap also shrinks by a rough 0.5 meV/K, it is 5.75 eV at 398 K and the density doubles to \(1.5\times10^{-2}\) per km³. Multiplying this by the excessive factor 316 would give nearly 5 per km³. The wide margin thus belongs to 300 K and is not a property of hafnia at every operating temperature.

## What a mean far below one signifies

A density of \(5\times10^{-15}\) per km³ cannot describe a smooth distribution of charge. It is an average, and its meaning depends on whether the region can exchange carriers with its surroundings.

Let \(x=n_iV\). If the region is part of a crystal much larger than \(1/n_i\), an electron may be inside while its hole is outside, and the mean number of electrons is \(x\). An isolated neutral crystal can hold only equal numbers of both. For \(N_p\) independent pairs, the sum over electron states gives \((N_cV)^{N_p}/N_p!\), since electrons are identical and rarely compete for a state. The holes give \((N_vV)^{N_p}/N_p!\), and the excitation energy gives \(e^{-N_pE_g/kT}\). The statistical weight is therefore

\[
w(N_p)=\frac{\left(N_cN_vV^2e^{-E_g/kT}\right)^{N_p}}{(N_p!)^2}=\frac{x^{2N_p}}{(N_p!)^2}.
\]

The sum of the weights is the series of the modified Bessel function \(I_0(2x)\). In the sum of \(N_p\,w(N_p)\), one factor \(N_p\) cancels against a factorial, and shifting the index by one leaves \(x\,I_1(2x)\). The mean number of pairs is

\[
\langle N_p\rangle=x\,\frac{I_1(2x)}{I_0(2x)}\;\longrightarrow\;
\begin{cases}x^2, & x\ll1,\\ x, & x\gg1.\end{cases}
\]

For large \(x\) the usual density is recovered. For small \(x\) only the weights 1 and \(x^2\) matter. An isolated cubic kilometre, with \(x=4.8\times10^{-15}\), holds \(2.3\times10^{-29}\) pairs on average. The bound holds in both readings, more strongly in the second. Both assume no contact and no fixed charge: at this density the screening length is about \(2\times10^{12}\) km for a relative permittivity of 25, so a contact would set the Fermi level throughout any real sample.

Both readings are equilibrium averages, not a forecast of what a count would find. Carriers left over from cooling or created by radiation meet ever more rarely as they thin out. If they vanish only in pairs, at a rate \(Bn^2\), reaching a low density \(n\) takes a time of about \(1/Bn\). Even with a fast \(B=10^{-6}\) cm³/s, this is \(10^{21}\) s for one electron per km³, far longer than the age of the universe.

## A real capacitor film

The following values are rough, typical of hafnia memory capacitors or chosen round: a film 10 nm thick, a cell area of 1 µm², an electrode barrier of 2 eV, a field of 3 MV/cm, and \(10^{19}\) cm⁻³ defects that can each give up one electron from a level 1.5 eV below the conduction band. The gap of 5.8 eV is also typical; the free-electron masses are a simplification. The cell volume is \(10^{-14}\) cm³, so \(n_iV\) is \(5\times10^{-44}\). Even if all intrinsic electrons moved in one direction at \(v=10^7\) cm/s, a generous speed, their current density \(en_iv\) would be only \(8\times10^{-42}\) A/cm², or one electron through the cell in about \(2\times10^{30}\) seconds. Real films break the assumptions of purity and isolation, and with these values this moves the carrier density by far more than the 0.3 eV change of gap or the heavy masses considered above.

**Thickness.** Hard walls a distance \(d\) apart allow levels \(\varepsilon_j=\hbar^2\pi^2j^2/2md^2\) with \(j\ge1\), so \(\varepsilon_j/kT=\pi\lambda^2j^2/4d^2\). The sum of \(e^{-\varepsilon_j/kT}\) over all integers is close to the Gaussian integral \(2d/\lambda\) when \(\lambda\) is well below \(2d\). Removing \(j=0\) and halving leaves \(d/\lambda-1/2\), where the bulk count has \(d/\lambda\). Both \(N_c\) and \(N_v\), and with them \(n_i\), are multiplied by \(1-\lambda/2d\). For \(\lambda=4.3\) nm this is 0.785, a minor change.

**Defects.** Let \(N_D\) donors lie at depth \(E_d\). An occupied donor has two spin states, so the density of ionized ones is

\[
N_D^+=\frac{N_D}{1+2e^{(\mu-E_g+E_d)/kT}}\approx\frac{N_D}{2}\,e^{(E_g-E_d-\mu)/kT},
\]

where the approximation holds if few are ionized. Multiplying by \(n=N_ce^{-(E_g-\mu)/kT}\) removes \(\mu\). Neutrality with negligible holes requires \(n=N_D^+\), so

\[
n=\sqrt{\frac{N_cN_D}{2}}\;e^{-E_d/2kT}\approx2.8\times10^{6}\ \text{cm}^{-3}.
\]

Few donors are indeed ionized. The density exceeds \(n_i\) by a factor \(6\times10^{35}\). This is an estimate for a neutral bulk, where the Fermi level lies about 0.8 eV below the conduction band. It does not describe the thin film. There the electrodes hold the Fermi level 2 eV below the band edge at the contacts, which is 0.5 eV below the donor level, so in equilibrium the donors give up their electrons to the electrodes. In the middle of the film this can be very slow at 300 K: with \(10^{13}\) attempts per second, escape over the band edge takes about \(10^{12}\) s. Direct tunnelling across 5 nm to an electrode is slower still for the free-electron mass, but takes less than a second for a mass of \(0.2\,m\). At 700 K, as in annealing, it takes only milliseconds, so the film is taken as already depleted. The charge left behind bends the band by only \(eN_Dd^2/8\epsilon\approx0.1\) V for a relative permittivity of about 25. At zero voltage the mean density of thermal conduction-band electrons in the film is then only about \(10^{-13}\) cm⁻³. This does not count the decaying tails of the electrode states, which hold far more charge near the contacts and, in a simple free-electron step model, still a few times \(10^{-12}\) cm⁻³ at mid-film.

**Electrodes.** At a metal contact without band bending, the conduction band lies the barrier height \(\phi\) above the Fermi level. The density of thermal conduction-band electrons there is \(N_ce^{-\phi/kT}=6.3\times10^{-15}\) cm⁻³. It exceeds \(n_i\) by \(10^{15}\) and, as a density, already amounts to about six electrons per cubic kilometre.

**Field.** A field \(F\) tilts the barrier, and an electron at the metal's Fermi level can tunnel through the triangle of length \(\phi/eF=6.7\) nm. In the semiclassical (WKB) approximation the probability is \(e^{-S}\) with

\[
S=\frac{2}{\hbar}\int_0^{\phi/eF}\!\sqrt{2m(\phi-eFx)}\,dx
=\frac{4\sqrt{2m}\,\phi^{3/2}}{3\hbar eF}=64.4,
\]

because the integral of \(\sqrt{\phi-eFx}\) is \(2\phi^{3/2}/3eF\). Here \(x\) is the distance from the electrode. For the free-electron mass and a uniform field the probability is \(1.1\times10^{-28}\). The charge of ionized donors would steepen the field at the electrode and raise this by a factor of some tens. Here the mass does enter an exponential, through its square root in \(S\): a mass of \(0.2\,m\) would give \(3\times10^{-13}\). These values extend the parabolic band 2 eV into a 5.8 eV gap, which overstates the decay. A two-band form, with \(U(1-U/E_g)\) in place of the local barrier \(U=\phi-eFx\), raises the probability by a factor of about \(10^3\) for the free-electron mass and about 20 for \(0.2\,m\). The estimates below keep the parabolic form. The thermal factor for reaching the barrier top is \(e^{-\phi/kT}=2.5\times10^{-34}\) at flat band. At 3 MV/cm the image force lowers the barrier by about 0.3 eV, for a high-frequency permittivity of 4 to 5, and raises this factor to between \(2\times10^{-29}\) and \(8\times10^{-29}\). It also raises the tunnelling probability at the Fermi level, to between \(1\times10^{-27}\) and \(2\times10^{-27}\) for the free-electron mass. Electrons can also combine the two paths, being lifted part of the way by heat and tunnelling through the thinner barrier they meet there. A numerical sum over all energies, weighted by the supply of electrons, shows that tunnelling carries nearly all the injected current for masses from \(0.2\,m\) to \(m\). In the parabolic model with the free-electron mass it flows in a broad range, roughly 0.35 to 1.0 eV above the Fermi level and centred near 0.7 eV (near 0.6 eV with the donor charge). With \(0.2\,m\) it flows close to the Fermi level. None of these factors is a current, which also needs the supply of electrons at each energy. The 3 V across the film is too little to align valence states with conduction states inside it, since that takes 5.8 V.

These estimates leave out the self-trapping of carriers by lattice distortion and vacancies with several charge states. Self-trapping would also raise the intrinsic density. With \(3\times10^{22}\) cm⁻³ trapping sites and an energy gain of 1 eV for an electron and a hole together, a perfect crystal at 300 K would still hold only about \(10^{-3}\) electrons per km³, but a gain of 1.5 eV would break the bound. The estimates nevertheless separate the two questions: the gap and the temperature largely set the intrinsic density, while the carriers in a real film depend on its defects, electrodes and field.

All numerical values are calculated from the stated model.
